# Green-function transmission through an abrupt effective-mass step: a numerical check

```python
# RESULT UNDER TEST
# For -(hbar^2/2) d/dx (1/m) d/dx + U with an abrupt mass step, the
# Green-function transmission of a Hermitian lattice converges as a^2 to
#     T = 4 v1 v2 / (v1 + v2)^2,   v = hbar k / m.
# Side 1 is the metal, side 2 the semiconductor; a is the mesh spacing.
# Masses are relative to the free-electron mass; energies are in eV,
# lengths in nm. Energy zero is the semiconductor conduction-band edge.
# C = hbar^2/(2 m_electron); Gamma = lead broadening; G = Green function.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import solve_banded

C = const.hbar**2 / (2 * const.m_e * const.e) * 1e18
HBAR_EVS = const.hbar / const.e
m1, m2 = 1.0, 0.025
kin1, kin2 = 5.0, 0.05
E = kin2
U1, U2 = E - kin1, 0.0


def wavevector(kinetic, mass):
    return np.sqrt(kinetic * mass / C)


def mismatch(v_left, v_right):
    return 4 * v_left * v_right / (v_left + v_right)**2


def lead(energy, edge, hop):
    """Outgoing-wave self-energy and broadening of a uniform lead."""
    phase = 2 * np.arcsin(np.sqrt((energy - edge) / (4 * hop)))
    return -hop * np.exp(1j * phase), 2 * hop * np.sin(phase)


def solve_lattice(energy, diagonal, upper, lower, hop_l, u_l, hop_r, u_r):
    """Transmission and reflection from the first column of G."""
    sigma_l, gamma_l = lead(energy, u_l, hop_l)
    sigma_r, gamma_r = lead(energy, u_r, hop_r)
    n = len(diagonal)
    band = np.zeros((3, n), dtype=complex)
    band[0, 1:] = upper
    band[1] = energy - diagonal
    band[1, 0] -= sigma_l
    band[1, -1] -= sigma_r
    band[2, :-1] = lower
    source = np.zeros(n, dtype=complex)
    source[0] = 1
    column = solve_banded((1, 1), band, source)
    trans = gamma_l * gamma_r * abs(column[-1])**2
    refl = abs(1j * gamma_l * column[0] - 1)**2
    return trans, refl


def hermitian(energy, a, inverse_mass_bonds, potential):
    hop = C * inverse_mass_bonds / a**2
    diagonal = hop[:-1] + hop[1:] + potential
    return solve_lattice(energy, diagonal, hop[1:-1], hop[1:-1],
                         hop[0], potential[0], hop[-1], potential[-1])


def abrupt(energy, a, ma, mb, ua, ub, node=None, n=20):
    bonds = np.r_[np.full(n + 1, 1 / ma), np.full(n + 1, 1 / mb)]
    centre = (ua + ub) / 2 if node is None else node
    potential = np.r_[np.full(n, ua), centre, np.full(n, ub)]
    return hermitian(energy, a, bonds, potential)


k1, k2 = wavevector(kin1, m1), wavevector(kin2, m2)
w1, w2 = k1 / m1, k2 / m2          # velocities in units hbar/(m_electron nm)
T_cont = mismatch(w1, w2)
speed1, speed2 = [2 * C * w / HBAR_EVS * 1e-9 for w in (w1, w2)]

# Self-energy against a long finite lead with weak absorption eta.
# The absorption itself shifts the self-energy by about eta*hop/Gamma.
eta, a_test = 5e-4, 0.1
for mass, edge in ((m1, U1), (m2, U2)):
    hop = C / mass / a_test**2
    surface = 0j
    for _ in range(200000):
        surface = 1 / (E + 1j * eta - edge - 2 * hop - hop**2 * surface)
    sigma, gamma = lead(E, edge, hop)
    assert abs(hop**2 * surface - sigma) < 1.1 * eta * hop / gamma

# Closed lattice result against Green functions for varied contacts.
rng = np.random.default_rng(4)
for _ in range(30):
    ma, mb = rng.uniform(0.03, 1.5, 2)
    ka, kb = rng.uniform(0.2, 1.8, 2) / a_test
    ea, eb = C * ka**2 / ma, C * kb**2 / mb
    va = ka / ma * np.sqrt(1 - (ka * a_test / 2)**2)
    vb = kb / mb * np.sqrt(1 - (kb * a_test / 2)**2)
    trans, refl = abrupt(0.0, a_test, ma, mb, -ea, -eb)
    assert abs(trans - mismatch(va, vb)) < 1e-9
    assert abs(trans + refl - 1) < 1e-9

# Convergence to the continuum and its leading error.
meshes = np.array([0.1, 0.05, 0.025, 0.0125, 0.00625])
T_mesh = np.array([abrupt(E, a, m1, m2, U1, U2)[0] for a in meshes])
errors = T_mesh - T_cont
orders = np.log2(errors[:-1] / errors[1:])
coefficient = T_cont * (w1 - w2) / (w1 + w2) * (k1**2 - k2**2) / 8
richardson = (4 * T_mesh[-1] - T_mesh[-2]) / 3
assert abs(orders[-1] - 2) < 0.02
assert abs(errors[-1] / meshes[-1]**2 / coefficient - 1) < 0.01
assert abs(richardson - T_cont) < 1e-5

# Accidental equality of the two lattice velocities.
a_match = 2 * np.sqrt((w1**2 - w2**2) / ((w1 * k1)**2 - (w2 * k2)**2))
T_match = abrupt(E, a_match, m1, m2, U1, U2)[0]
assert a_match * max(k1, k2) < 2 and abs(T_match - 1) < 1e-9

# One-sided interface potential: same limit, different mesh error.
a_side = 0.05
gam1 = lead(E, U1, C / m1 / a_side**2)[1]
gam2 = lead(E, U2, C / m2 / a_side**2)[1]
T_side_formula = 4 * gam1 * gam2 / ((gam1 + gam2)**2 + (U1 - U2)**2)
T_side = abrupt(E, a_side, m1, m2, U1, U2, node=U1)[0]
T_side_fine = abrupt(E, 0.001, m1, m2, U1, U2, node=U1)[0]
assert abs(T_side - T_side_formula) < 1e-9
assert abs(T_side_fine - T_cont) < 1e-4

# Naive mass-on-node operator: not Hermitian, flux not conserved.
a_naive, n = 0.001, 20
inverse = np.r_[np.full(n, 1 / m1), (1 / m1 + 1 / m2) / 2,
                np.full(n, 1 / m2)]
hop = C * inverse / a_naive**2
potential = np.r_[np.full(n, U1), (U1 + U2) / 2, np.full(n, U2)]
T_naive, R_naive = solve_lattice(E, 2 * hop + potential, hop[:-1], hop[1:],
                                 hop[0], U1, hop[-1], U2)
naive_limit = ((k1 - k2)**2 + 4 * k1 * k2 * m1 / m2) / (k1 + k2)**2
assert abs((T_naive + R_naive) / naive_limit - 1) < 0.01
assert abs(T_naive + R_naive - 1) > 0.1


# Planar contact: conserved transverse wavevector, average over modes.
def planar_T(energy, angle):
    kpar = wavevector(energy, m2) * np.sin(angle)
    normal1 = energy - U1 - C * kpar**2 / m1
    normal2 = energy * np.cos(angle)**2
    return mismatch(np.sqrt(normal1 / m1), np.sqrt(normal2 / m2))


def mode_average(energy):
    return quad(lambda th: planar_T(energy, th) * np.sin(2 * th),
                0, np.pi / 2, epsabs=1e-10)[0]


T_modes = mode_average(E)
nodes, weights = np.polynomial.legendre.leggauss(20)
angles, weights = (nodes + 1) * np.pi / 4, weights * np.pi / 4
T_modes_green = 0.0
for angle, weight in zip(angles, weights):
    kp2 = (k2 * np.sin(angle))**2
    trans = abrupt(E, 0.01, m1, m2, U1 + C * kp2 / m1, C * kp2 / m2)[0]
    T_modes_green += weight * np.sin(2 * angle) * trans
assert abs(T_modes_green - T_modes) < 1e-3   # finite-mesh error

G0 = 2 * const.e**2 / const.h
modes_area = k2**2 / (4 * np.pi)
rho_ideal = 1e-14 / (G0 * modes_area)
rho_cold = rho_ideal / T_modes

# Temperature of use, Fermi level held fixed above the band edge.
temperature = 300.0
kT = const.k * temperature / const.e


def thermal(function):
    return quad(lambda en: function(en) /
                (4 * kT * np.cosh((en - E) / (2 * kT))**2),
                0, E + 30 * kT, epsabs=1e-10, limit=100)[0]


energy_weight = thermal(lambda en: en)
assert abs(energy_weight - kT * np.log1p(np.exp(E / kT))) < 1e-7
T_warm = thermal(lambda en: en * mode_average(en)) / energy_weight
rho_warm = rho_ideal * E / (energy_weight * T_warm)

# Nonparabolic semiconductor: flux from the two-band eigenvector.
gap = 0.35
mass_E = m2 * (1 + E / gap)
k_np = wavevector(E, mass_E)
P = np.sqrt(C * gap / m2)
values, vectors = np.linalg.eigh([[0, P * k_np], [P * k_np, -gap]])
flux = 2 * P * vectors[1, 1] / vectors[0, 1]
assert abs(values[1] - E) < 1e-10
assert abs(flux - 2 * C * k_np / mass_E) < 1e-10
T_np = mismatch(w1, k_np / mass_E)


def from_interface(psi, psi_slope_over_mass):
    incoming = (psi + psi_slope_over_mass / (1j * w1)) / 2
    return w2 / w1 / abs(incoming)**2


# Accumulation layer: lattice against integration of the continuum equation.
bend, decay, length, a_bend = 0.1, 10.0, 120.0, 0.01
count, n = int(round(length / a_bend)), 20
x = a_bend * np.arange(1, count + 1)
potential = np.r_[np.full(n, U1), (U1 - bend) / 2, -bend * np.exp(-x / decay)]
bonds = np.r_[np.full(n + 1, 1 / m1), np.full(count + 1, 1 / m2)]
T_bend = hermitian(E, a_bend, bonds, potential)[0]
solution = solve_ivp(
    lambda pos, y: [m2 * y[1], (-bend * np.exp(-pos / decay) - E) / C * y[0]],
    (length, 0), np.array([1, 1j * w2], dtype=complex),
    method="DOP853", rtol=1e-9, atol=1e-11)
T_bend_cont = from_interface(*solution.y[:, -1])
assert abs(T_bend - T_bend_cont) < 1e-3      # finite-mesh error

# Residual film: lattice against the continuum barrier solution.
film, height, m_film, a_film = 0.5, 1.0, 1.0, 0.005
count = int(round(film / a_film))
u_film = E + height
potential = np.r_[np.full(n, U1), (U1 + u_film) / 2,
                  np.full(count - 1, u_film), (u_film + U2) / 2,
                  np.full(n, U2)]
bonds = np.r_[np.full(n + 1, 1 / m1), np.full(count, 1 / m_film),
              np.full(n + 1, 1 / m2)]
T_film = hermitian(E, a_film, bonds, potential)[0]
kappa = wavevector(height, m_film)
wk = kappa / m_film
ch, sh = np.cosh(kappa * film), np.sinh(kappa * film)
T_film_cont = from_interface(ch - 1j * w2 / wk * sh, -wk * sh + 1j * w2 * ch)
assert abs(T_film / T_film_cont - 1) < 2e-3  # finite-mesh error

print(f"hbar^2/(2 m_electron) = {C:.6f} eV nm^2")
print(f"relative masses: metal {m1:.3f}, semiconductor {m2:.3f}")
print(f"kinetic energies: {kin1:.3f}, {kin2:.3f} eV")
print(f"band edges: {U1:.3f}, {U2:.3f} eV")
print(f"wavevectors k1, k2 = {k1:.4f}, {k2:.4f} nm^-1")
print(f"velocities v1, v2 = {speed1:.4e}, {speed2:.4e} m/s")
print(f"velocity ratio v2/v1 = {w2/w1:.5f}")
print(f"continuum transmission T = {T_cont:.6f}")
print(f"continuum reflection 1-T = {1-T_cont:.6f}")
print(f"wavevector-only expression = {mismatch(k1, k2):.6f}")
for a, trans, error in zip(meshes, T_mesh, errors):
    print(f"a = {a:.5f} nm: T_a = {trans:.6f}, error = {error:.3e}")
print("orders between meshes =", " ".join(f"{p:.3f}" for p in orders))
print(f"leading error coefficient = {coefficient:.4f} nm^-2")
print(f"extrapolated lattice T = {richardson:.7f}")
print(f"largest mesh with open metal band = {2/k1:.4f} nm")
print(f"accidental matching mesh = {a_match:.4f} nm, T_a = {T_match:.6f}")
print(f"one-sided node, a = {a_side:.3f} nm: T_a = {T_side:.6f}")
print(f"one-sided node, a = 0.001 nm: T_a = {T_side_fine:.6f}")
print(f"naive operator, a = {a_naive:.3f} nm: R+T = {T_naive+R_naive:.4f}")
print(f"naive continuum limit of R+T = {naive_limit:.4f}")
print(f"carrier density at 0 K = {k2**3/(3*np.pi**2)*1e21:.3e} cm^-3")
print(f"modes per area and spin = {modes_area:.4e} nm^-2")
print(f"mode-averaged T at 0 K = {T_modes:.5f}")
print(f"same from Green functions = {T_modes_green:.5f}")
print(f"contact resistance for T=1 = {rho_ideal:.3e} ohm cm^2")
print(f"contact resistance at 0 K = {rho_cold:.3e} ohm cm^2")
print(f"thermal energy at {temperature:.0f} K = {kT:.5f} eV")
print(f"mode-averaged T at 300 K = {T_warm:.5f}")
print(f"contact resistance at 300 K = {rho_warm:.3e} ohm cm^2")
print(f"rough gap = {gap:.2f} eV, m(E) = {mass_E:.5f}")
print(f"nonparabolic T = {T_np:.5f}")
print(f"band bending = {bend:.2f} eV, decay length = {decay:.1f} nm")
print(f"T with bending: lattice {T_bend:.5f}, continuum {T_bend_cont:.5f}")
print(f"film: {film:.2f} nm, {height:.2f} eV above E, mass {m_film:.2f}")
print(f"film decay constant = {kappa:.4f} nm^-1")
print(f"T with film: lattice {T_film:.6f}, continuum {T_film_cont:.6f}")
print("every check passed")
```

Output:

```
hbar^2/(2 m_electron) = 0.038100 eV nm^2
relative masses: metal 1.000, semiconductor 0.025
kinetic energies: 5.000, 0.050 eV
band edges: -4.950, 0.000 eV
wavevectors k1, k2 = 11.4558, 0.1811 nm^-1
velocities v1, v2 = 1.3262e+06, 8.3877e+05 m/s
velocity ratio v2/v1 = 0.63246
continuum transmission T = 0.949308
continuum reflection 1-T = 0.050692
wavevector-only expression = 0.061292
a = 0.10000 nm: T_a = 0.983368, error = 3.406e-02
a = 0.05000 nm: T_a = 0.958079, error = 8.770e-03
a = 0.02500 nm: T_a = 0.951500, error = 2.192e-03
a = 0.01250 nm: T_a = 0.949856, error = 5.478e-04
a = 0.00625 nm: T_a = 0.949445, error = 1.369e-04
orders between meshes = 1.957 2.000 2.001 2.000
leading error coefficient = 3.5053 nm^-2
extrapolated lattice T = 0.9493083
largest mesh with open metal band = 0.1746 nm
accidental matching mesh = 0.1352 nm, T_a = 1.000000
one-sided node, a = 0.050 nm: T_a = 0.928572
one-sided node, a = 0.001 nm: T_a = 0.949300
naive operator, a = 0.001 nm: R+T = 3.3904
naive continuum limit of R+T = 3.3904
carrier density at 0 K = 2.007e+17 cm^-3
modes per area and spin = 2.6108e-03 nm^-2
mode-averaged T at 0 K = 0.79424
same from Green functions = 0.79474
contact resistance for T=1 = 4.943e-08 ohm cm^2
contact resistance at 0 K = 6.224e-08 ohm cm^2
thermal energy at 300 K = 0.02585 eV
mode-averaged T at 300 K = 0.84173
contact resistance at 300 K = 5.490e-08 ohm cm^2
rough gap = 0.35 eV, m(E) = 0.02857
nonparabolic T = 0.93416
band bending = 0.10 eV, decay length = 10.0 nm
T with bending: lattice 0.99713, continuum 0.99720
film: 0.50 nm, 1.00 eV above E, mass 1.00
film decay constant = 5.1232 nm^-1
T with film: lattice 0.016657, continuum 0.016649
every check passed
```
